\section*{Nearest-neighbour dopant pairs on the diamond lattice: why the prefactor is two}

\section{A factor of two in the paired fraction}

Put $5\times10^{19}$ identical dopants per cubic centimetre into silicon at 1300~K, and suppose that two of them gain 0.30~eV by becoming nearest neighbours. Pair equilibrium then puts 5.2\% of the dopants in pairs if the configurational prefactor of the mass-action law is two, and 9.5\% if it is four. Each site of the diamond lattice has four nearest neighbours, which seems to speak for four. The correct prefactor is nevertheless two, and the four neighbours reappear in the answer to a different question.

\section{Assumptions and statement}

The crystal has $N$ equivalent substitutional sites, with $N_s$ sites per unit volume. Surfaces are ignored. Identical dopants A occupy some of the sites. An \emph{isolated} dopant has no dopant on its four neighbouring sites. A \emph{pair} consists of two neighbouring dopants with no further dopant next to either. The numbers of isolated dopants and of pairs are $N_1$ and $N_2$, and
\begin{equation}
x_1=\frac{N_1}{N},\qquad x_2=\frac{N_2}{N}.
\end{equation}

The binding free energy $E_b$ is what is released when two distant dopants are brought to one given pair of neighbouring sites; it is positive for attraction. It contains the changes in electronic and vibrational free energy. It does not contain the entropy of choosing where the pair lies or which way it points, because that choice is counted below. We write
\begin{equation}
w=e^{E_b/kT}.
\end{equation}

The four bond directions have the same energy. Temperature and Fermi level are fixed, and a pair carries the same total charge as two isolated dopants, so that no electrons enter the reaction. The dopants can move well enough to reach equilibrium. Vacancies and interstitials are left out, and so, at first, are interactions beyond nearest neighbours and clusters larger than pairs.

\paragraph{Theorem.} In the dilute limit, where $x_1\ll1$ and $wx_1\ll1$,
\begin{equation}
x_2=2w\,x_1^2,\qquad\text{or}\qquad
\frac{[\mathrm{A}_2]}{[\mathrm{A}]^2}=\frac{2}{N_s}\,e^{E_b/kT}.
\label{law}
\end{equation}
Here $[\mathrm A]=N_sx_1$ and $[\mathrm A_2]=N_sx_2$ are concentrations of isolated dopants and of pairs, not of all dopants.

\section{Counting the arrangements}

\paragraph{Lemma 1.} The lattice has $2N$ nearest-neighbour bonds, and a pair of identical dopants has $2N$ possible placements.

\emph{Proof.} Four bonds end on each site, which makes $4N$ bond ends. Each bond has two ends, so there are $4N/2=2N$ bonds. Exchanging two identical dopants on a bond gives the same arrangement, so each bond offers one placement. $\square$

The directions lead to the same number. The diamond lattice consists of two sublattices with $N/2$ sites each, and every bond joins one to the other. Starting from the sites of the first sublattice, with four directions each, one meets every bond once: $4\times N/2=2N$. A pair does have four orientations, but they belong to a primitive cell of two sites. Four per cell is two per site.

\paragraph{Lemma 2.} To leading order in the dilution, the logarithm of the number of ways to place $N_1$ isolated dopants and $N_2$ pairs is $\ln W$, with
\begin{equation}
W=\frac{N^{N_1}}{N_1!}\,\frac{(2N)^{N_2}}{N_2!}.
\label{W}
\end{equation}

\emph{Proof.} Give the objects temporary labels and place them one after another. An isolated dopant has $N$ choices and a pair has $2N$, less those blocked by objects already present. An object blocks a fixed, small number of sites and bonds around itself, so each number of choices is reduced by a fraction of the order of the density of objects. Over very many objects these reductions can multiply to a large factor in the number of ways itself. But they change $\ln W$ per object, and its derivatives with respect to $N_1$ and $N_2$, only by amounts of the order of that density, which vanish in the dilute limit. The proof below uses only these derivatives. Permuting the labels of the isolated dopants, or those of the pairs, does not change the arrangement, which gives the two factorials. $\square$

The factor $1/N_2!$ removes the labels of whole pairs. The labels of the two dopants within a pair were removed in Lemma~1, where each bond was counted once.

\section{Proof of the theorem}

Relative to distant dopants, the free energy is
\begin{equation}
F=-N_2E_b-kT\ln W .
\end{equation}
For large numbers, Stirling's formula $\ln n!\simeq n\ln n-n$ gives
\begin{align}
\ln W={}&N_1\ln N-N_1\ln N_1+N_1\nonumber\\
&+N_2\ln(2N)-N_2\ln N_2+N_2 .
\end{align}
The derivatives are
\begin{align}
\frac{\partial\ln W}{\partial N_1}&=\ln N-\ln N_1-1+1=\ln\frac{N}{N_1},\\
\frac{\partial\ln W}{\partial N_2}&=\ln(2N)-\ln N_2-1+1=\ln\frac{2N}{N_2}.
\end{align}
The total number of dopants, $N_1+2N_2$, is fixed. Forming one pair consumes two isolated dopants, so $dN_1/dN_2=-2$ and
\begin{equation}
\frac{dF}{dN_2}=-E_b-kT\left(\ln\frac{2N}{N_2}-2\ln\frac{N}{N_1}\right).
\end{equation}
Setting this to zero and dividing by $kT$,
\begin{equation}
\ln\frac{2N}{N_2}+\frac{E_b}{kT}=2\ln\frac{N}{N_1}.
\end{equation}
Exponentiation gives
\begin{equation}
\frac{2Nw}{N_2}=\frac{N^2}{N_1^2},\qquad\text{hence}\qquad
\frac{N_2}{N}=2w\left(\frac{N_1}{N}\right)^2 .
\end{equation}
The stationary point is a minimum, because a second differentiation gives $d^2F/dN_2^2=kT(1/N_2+4/N_1)>0$. Finally, $[\mathrm A_2]/[\mathrm A]^2=N_sx_2/(N_s^2x_1^2)=2w/N_s$. $\square$

\paragraph{Remark 1: where the four belongs.} Ask how many dopants, rather than how many pairs, are bound. There are $2x_2$ of them per site, and
\begin{equation}
\frac{2x_2}{x_1}=4w\,x_1 .
\end{equation}
Seen from one dopant, four neighbouring sites can hold a partner, and each contributes $wx_1$ to the odds of being paired. Multiplying these odds by the number of isolated dopants gives the number of bound dopants, which counts every pair from both ends. Halving it gives the number of pairs, with prefactor two.

\paragraph{Remark 2: no interaction.} For $E_b=0$ and independent occupation with probability $x$, a bond has both ends occupied with probability $x^2$. The $2N$ bonds then give $2x^2$ occupied bonds per site. Some of them belong to larger clusters, but that share vanishes as $x\to0$, and the theorem with $w=1$ is recovered.

\paragraph{Remark 3: unlike dopants.} If A and B differ, exchanging them on a bond gives a new arrangement, so a pair AB has $4N$ placements. Each pair consumes one A and one B, and the equilibrium condition becomes
\begin{equation}
\ln\frac{4N}{N_{AB}}+\frac{E_b}{kT}=\ln\frac{N}{N_A}+\ln\frac{N}{N_B},
\end{equation}
which gives $x_{AB}=4w\,x_Ax_B$. The two laws agree with each other. Paint half of a set of identical dopants red and half blue, so that each colour has isolated density $x_1/2$. The red--blue pairs number $4w(x_1/2)^2=wx_1^2$ per site. The red--red and blue--blue pairs number $2w(x_1/2)^2=wx_1^2/2$ each. The sum is $2wx_1^2$, as it must be, since paint does not alter the number of pairs.

\section{A cell with two dopants}

The law can also be read off from a periodic cell holding exactly two dopants, provided that the averages are formed correctly. Of the $N(N-1)/2$ arrangements, $2N$ are bound and $N(N-1)/2-2N=N(N-5)/2$ are free. If $p$ is the probability of the bound state,
\begin{equation}
\frac{p}{1-p}=\frac{2Nw}{N(N-5)/2}=\frac{4w}{N-5}.
\end{equation}
The mean number of pairs is $\langle N_2\rangle=p$. The number of isolated dopants is two with probability $1-p$ and otherwise zero, so $\langle N_1\rangle=2(1-p)$ and $\langle N_1(N_1-1)\rangle=2(1-p)$. Therefore
\begin{align}
\frac{N\langle N_2\rangle}{\langle N_1(N_1-1)\rangle}
&=\frac{Np}{2(1-p)}=\frac{2wN}{N-5}\longrightarrow 2w,\\
\frac{N\langle N_2\rangle}{\langle N_1\rangle^2}
&=\frac{Np}{4(1-p)^2}=\frac{wN}{(N-5)(1-p)}\longrightarrow w
\end{align}
as $N\to\infty$. The second expression loses a factor of two. Mass action compares pairs with the number of \emph{ordered choices of two different isolated dopants}, $N_1(N_1-1)$. In a large system this differs negligibly from $N_1^2$; with two dopants it is 2 instead of 4.

\section{Corrections to the dilute law}

\paragraph{Lemma 3.} With nearest-neighbour interactions alone and $w$ fixed, $x_2/x_1^2=2w(1+2x_1+\dots)$.

\emph{Proof.} Let the crystal exchange dopants with a reservoir, so that each dopant carries a statistical weight $\lambda$ and each occupied bond a factor $w$. The sum of the weights of all arrangements is $\Xi$, with $\ln\Xi=N\lambda+O(N\lambda^2)$. For an isolated dopant on a given site, that site and its four neighbours are unavailable to the others. Removing five sites multiplies the sum over the others by $e^{-5\lambda}\simeq1-5\lambda$, so
\begin{equation}
x_1=\lambda(1-5\lambda+\dots).
\end{equation}
A pair makes its own two sites and their six other neighbours unavailable. With two bonds per site,
\begin{equation}
x_2=2w\lambda^2(1-8\lambda+\dots).
\end{equation}
Dividing,
\begin{equation}
\frac{x_2}{x_1^2}=2w\,\frac{1-8\lambda}{(1-5\lambda)^2}
\simeq2w(1-8\lambda+10\lambda)=2w(1+2\lambda),
\end{equation}
and $\lambda=x_1$ to this order. $\square$

The leading term is a second derivation of the theorem, without Stirling's formula. The correction is positive because two separate dopants block ten sites and a pair blocks eight.

\paragraph{Longer-range forces.} Let $e_{j1}$ and $e_{j2}$ be the Boltzmann factors for the interaction of a dopant on site $j$ with the first and the second end of a pair, set to zero where that end blocks the site. The blocked-site numbers 5 and 8 are replaced by $\sum_j(1-e_{j1})$ and $\sum_j(1-e_{j1}e_{j2})$. The single-dopant sum is the same for both ends, so the coefficient of $x_1$ changes from 2 to
\begin{align}
c&=\sum_j\left[(1-e_{j1})+(1-e_{j2})-(1-e_{j1}e_{j2})\right]\nonumber\\
&=\sum_j(1-e_{j1})(1-e_{j2}).
\label{c}
\end{align}
Without longer-range forces, a term survives where both ends block the site. These are the two sites of the pair itself, and $c=2$ returns. Repulsion makes every term non-negative and so, to this order in the density, favours pairs at fixed $E_b$: the regions from which the two ends repel other dopants overlap.

\paragraph{Triples.} A connected triple has a central dopant and two of its four neighbours, which gives $\binom42=6$ triples per site. The lattice has no triangles, so each triple has one centre and is counted once. If the energies of its two bonds add, then to leading order
\begin{equation}
x_3=6w^2x_1^3,\qquad \frac{x_3}{x_2}=\frac{6w^2x_1^3}{2wx_1^2}=3wx_1 .
\label{triples}
\end{equation}
Triples use up dopants, so the balance $x=x_1+2x_2$ between the total density $x$ and the densities of isolated dopants and pairs needs $wx_1\ll1$ and not merely $x_1\ll1$.

Very strong binding sets a stricter limit. If bond energies add in clusters of every size, a completely filled crystal, with $N$ dopants and $2N$ bonds, has the weight $(\lambda w^2)^N$, while the dilute crystal has about $e^{N\lambda}$. With $\lambda\simeq x_1\ll1$, the dilute state can be the equilibrium state only if $w^2x_1$ is below about one. In the example below it is 0.20.

\section{Worked example}

The temperature is 1300~K and the total dopant concentration is $5\times10^{19}$~cm$^{-3}$. The binding, $E_b=0.30$~eV, is an assumed value and is not attributed to a particular dopant. Silicon has eight sites in a cube of edge 0.5431~nm, so $N_s=4.994\times10^{22}$~cm$^{-3}$. With $kT=0.1120$~eV,
\begin{equation}
w=e^{0.30/0.1120}\simeq14.6,\qquad
\frac{2w}{N_s}\simeq5.8\times10^{-22}\ \mathrm{cm^3}.
\end{equation}

The total density per site is $x=5\times10^{19}/4.994\times10^{22}=1.001\times10^{-3}$. Counting dopants gives
\begin{equation}
x=x_1+2x_2=x_1+4wx_1^2 .
\end{equation}
The positive root of this quadratic is
\begin{equation}
x_1=\frac{\sqrt{1+16wx}-1}{8w}.
\end{equation}
Here $16wx=0.233$, so $x_1=9.49\times10^{-4}$ and $x_2=2wx_1^2=2.62\times10^{-5}$. The concentrations are $4.74\times10^{19}$~cm$^{-3}$ of isolated dopants and $1.31\times10^{18}$~cm$^{-3}$ of pairs. The paired fraction is $2x_2/x=5.2\%$.

With prefactor four the same steps give 9.5\%. This is less than twice 5.2\%, because more pairing leaves fewer isolated dopants to form pairs. For $wx\ll1$ the correct fraction tends to $4wx$, here 5.8\%; the difference from 5.2\% is the same depletion.

Two numerical calculations show what the approximations do. For $10^8$ sites at this density, maximising $\ln W+N_2E_b/kT$ over whole numbers $N_2$, with the factorials evaluated without Stirling's formula, gives 2620 pairs. The mass-action law gives 2620.6. The second calculation sums over all $2^{16}=65\,536$ occupations of a periodic cell of 16 sites, with $\lambda$ adjusted to give the same total density. It includes site blocking and larger clusters, and puts 5.21\% of the dopants in pairs and 0.32\% in triples. So small a cell contains rings of four sites, which the diamond lattice lacks, and it overstates clusters of four or more dopants (0.04\% of the dopants instead of 0.02\%); the two figures quoted are unaffected to the digits shown. The pair law alone gives 5.23\%.

\section{What the example leaves out}

Within the nearest-neighbour model the corrections are small. Site blocking changes $x_2/x_1^2$ by $2x_1=0.19\%$, and \eqref{triples} gives 0.041 triples per pair. The binding energy matters far more: an error of 0.05~eV changes the mass-action constant by a factor $e^{0.05/0.1120}\simeq1.56$.

Donors in silicon also repel one another. For a rough size, take a relative permittivity $\epsilon_r=12$ and let the donor electrons, of density $n=5\times10^{19}$~cm$^{-3}$, do the screening. The classical screening length is
\begin{equation}
\ell=\sqrt{\frac{\epsilon_r\epsilon_0kT}{e^2n}}\simeq1.2\ \mathrm{nm}.
\end{equation}
Classical statistics are tolerable here: with a rough density-of-states mass $m=1.1$ electron masses, $n$ is about 0.19 of the effective band density $2(mkT/2\pi\hbar^2)^{3/2}$. The repulsion energy is
\begin{equation}
u(r)=\frac{e^2}{4\pi\epsilon_0\epsilon_r r}\,e^{-r/\ell}.
\end{equation}
At the neighbour distance of 0.235~nm it is about 0.42~eV. A continuum permittivity is doubtful at so short a distance, but the size carries a warning. Since $E_b$ is a net value, a binding of 0.30~eV between two ionised donors would need some 0.7~eV of attraction from other causes. The example shows how the law works; it does not predict the pairing of a particular donor.

Summing \eqref{c} over the lattice sites with $e_j=e^{-u/kT}$ beyond nearest neighbours gives $c\simeq135$ and $cx_1\simeq0.13$. Repulsion between more distant donors would thus raise $x_2/x_1^2$ by something like 13\%. This is a size and not a reliable correction, since the repulsion law is crude. For that law, a hypernetted-chain treatment, which sums higher orders in the density, gives about 12\%. Such agreement was not guaranteed: the first-order expansion assumes the effect of all surrounding donors on one donor to be small, whereas the linear estimate of that effect is
\begin{equation}
\frac{n}{kT}\int u\,d^3r=\frac{ne^2\ell^2}{\epsilon_r\epsilon_0kT}=1 .
\end{equation}

The concentration and temperature are in the range of heavy donor doping and high-temperature annealing. Another assumption open to doubt in real material is that the dopants cluster by themselves. Arsenic in silicon, for example, also forms clusters with vacancies, whose number depends on the vacancy supply and on the Fermi level; the present law does not give their concentration. Nor is the paired fraction an electrically inactive fraction, since the pairs were assumed to keep their charge. If pairs capture electrons, the reaction includes those electrons and the effective $E_b$ depends on the Fermi level. At a given Fermi level the count of two bonds per site is unaffected.

The equilibrium must not be carried down to room temperature. With the same $E_b$ at 300~K, $w\simeq1.1\times10^5$, and the pair law combined with \eqref{triples} would give about 15 triples per pair. That contradicts the neglect of triples, so the dopant balance with pairs alone has failed. The value of $x_1$ obtained in this way also makes $w^2x_1$ far larger than one, so with additive bond energies the dilute state would not even be the equilibrium state. Substitutional dopants are in any case practically immobile in silicon at 300~K, and their arrangement is inherited from the anneal and the cooling that followed it.
